# Phonon steps in indirect absorption and their Gaussian resolution limit

## Problem

In an indirect semiconductor at photon energy $E$, each phonon $i$ of energy $\hbar\Omega_i$ opens two absorption channels, one in which it is emitted and one in which it is absorbed. For parabolic bands and free electron-hole pairs the absorption coefficient is modelled as

$$
\alpha(E)=\sum_j w_j\,(E-E_j)^2\,\theta(E-E_j),\qquad w_j>0,
$$

where $\theta$ is the unit step function and $j$ runs over all channels. With $E_g$ the indirect gap, $E_j=E_g+\hbar\Omega_i$ for emission and $E_j=E_g-\hbar\Omega_i$ for absorption of the phonon.

1. Justify the square, and show that $d^2\alpha/dE^2$ is a staircase. Give its step heights.
2. The spectrum is smoothed by a Gaussian of standard deviation $\sigma$. Call two steps resolved when the slope of the smoothed staircase, $\alpha'''$, has two separate maxima. Find the condition on $\sigma$ for two steps a distance $\Delta$ apart.
3. Take rough, round parameters in the regime of silicon at 77 K: gap 1.17 eV, a transverse acoustic (TA) phonon of 18 meV and a transverse optical (TO) phonon of 58 meV. Their coupling strengths are $C_{TA}=500$ and $C_{TO}=5000$ cm$^{-1}$ eV$^{-2}$. Emission has $w=C(n+1)$ and absorption $w=Cn$, with $n$ the thermal phonon number. Does $\sigma=14$ meV resolve the two emission steps?

The definition of "resolved" concerns what is visible in a noiseless curve. A fit with a known line shape may extract two steps from a curve that shows one maximum, and noise may hide a maximum that the criterion allows.

## A tempting solution

Differentiating each square twice gives steps of height $2w_j$. Smoothing turns the slope of each step into a Gaussian, so two neighbouring steps give

$$
\alpha'''(E)=2w_1G_\sigma(E-E_1)+2w_2G_\sigma(E-E_2),
\qquad
G_\sigma(u)=\frac{e^{-u^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.
$$

Two maxima need a dip between them, so one looks at the midpoint. Since

$$
G_\sigma''(u)=\frac{1}{\sigma^2}\left(\frac{u^2}{\sigma^2}-1\right)G_\sigma(u),
$$

and both thresholds lie at $|u|=\Delta/2$ from the midpoint, the second derivative of $\alpha'''$ there is

$$
\frac{2(w_1+w_2)}{\sigma^2}\left(\frac{\Delta^2}{4\sigma^2}-1\right)G_\sigma(\Delta/2).
$$

This is positive when $\sigma<\Delta/2$. The weights enter as a positive factor and seem to drop out of the condition. For the TA and TO emission steps, $\Delta=58-18=40$ meV, so the limit would be 20 meV, and $\sigma=14$ meV would resolve them comfortably.

## Where it fails

The staircase and the two Gaussians are right. The error is to read upward bending as a minimum. A minimum also needs zero slope, and at the midpoint $E_m$

$$
\left.\frac{d\alpha'''}{dE}\right|_{E_m}
=\frac{\Delta}{\sigma^2}\,(w_2-w_1)\,G_\sigma(\Delta/2).
$$

The sign follows from $G_\sigma'(u)=-uG_\sigma(u)/\sigma^2$, with $u=+\Delta/2$ for the lower threshold and $u=-\Delta/2$ for the upper one. The slope vanishes for equal weights, and then symmetry makes the midpoint test valid. For unequal weights the curve can bend upwards at the midpoint while it climbs steadily towards the stronger line. The weaker line is then a shoulder without a maximum of its own. The stationary points must be found wherever they lie.

## The staircase

**Origin of the square.** Let $x$ and $y$ be the kinetic energies of the electron and the hole. The phonon supplies whatever crystal momentum is needed, so $x$ and $y$ are independent apart from energy conservation, $x+y=W$. Here $W=E-E_g-\hbar\Omega$ for emission and $W=E-E_g+\hbar\Omega$ for absorption. Each parabolic band has a density of states proportional to the square root of the kinetic energy. With constant matrix elements the rate is proportional to

$$
\int_0^W\sqrt{x}\,\sqrt{W-x}\;dx .
$$

Set $x=W\sin^2\phi$. Then $\sqrt{x(W-x)}=W\sin\phi\cos\phi$ and $dx=2W\sin\phi\cos\phi\,d\phi$, so the integral is

$$
2W^2\int_0^{\pi/2}\sin^2\phi\cos^2\phi\,d\phi
=\frac{W^2}{2}\int_0^{\pi/2}\sin^2 2\phi\,d\phi
=\frac{\pi W^2}{8}.
$$

For $W<0$ no final state exists. Each channel is therefore a quadratic onset, and its constants are collected in $w_j$.

**Two derivatives.** For one onset with $W=E-E_j$, the first derivative is 0 below threshold and $2w_jW$ above it. Both $\alpha$ and $\alpha'$ tend to zero at $W=0$ from either side. Since $\alpha'$ has no jump, $\alpha''$ contains no delta function. Summing the channels,

$$
\alpha''(E)=\sum_j 2w_j\,\theta(E-E_j).
$$

At a threshold itself the ordinary second derivative does not exist, because its one-sided values differ by $2w_j$. Between thresholds it is constant. The positions of the steps give the phonon-shifted energies, and their heights give twice the channel weights.

**Smoothing.** The smoothed spectrum is

$$
\alpha_\sigma(E)=\int_{-\infty}^{\infty}G_\sigma(E-E')\,\alpha(E')\,dE'.
$$

A derivative with respect to $E$ acts on $G_\sigma$, where $\partial_E=-\partial_{E'}$. Integrating by parts moves it onto $\alpha$. The boundary terms vanish because the Gaussian falls faster than any power grows. Doing this twice gives

$$
\alpha_\sigma''(E)=\sum_j2w_j\int_{E_j}^{\infty}G_\sigma(E-E')\,dE'
=\sum_j2w_j\,\Phi\!\left(\frac{E-E_j}{\sigma}\right),
$$

where $\Phi(z)=\int_{-\infty}^{z}e^{-t^2/2}dt/\sqrt{2\pi}$. Every term rises with $E$, so the smoothed staircase has no peaks to count. This is why resolution is defined through its slope, $\alpha_\sigma'''=\sum_j2w_jG_\sigma(E-E_j)$.

## The resolution condition

Take an isolated pair, $w_1$ at the lower threshold and $w_2$ at the upper one. Measure energy from the midpoint in units of $\sigma$, and define

$$
x=\frac{E-E_m}{\sigma},\qquad d=\frac{\Delta}{2\sigma},\qquad r=\frac{w_2}{w_1}.
$$

Here $x$ is a new variable, no longer a kinetic energy. Up to a positive constant the slope of the staircase is

$$
f(x)=w_1e^{-(x+d)^2/2}+w_2e^{-(x-d)^2/2},
$$

and

$$
f'(x)=-w_1(x+d)e^{-(x+d)^2/2}+w_2(d-x)e^{-(x-d)^2/2}.
$$

For $x\ge d$ the first term is negative and the second is not positive, so $f'<0$. For $x\le-d$ the second term is positive and the first is not negative, so $f'>0$. All stationary points therefore have $|x|<d$. There both $d+x$ and $d-x$ are positive, and $f'>0$ means

$$
w_2(d-x)e^{-(x-d)^2/2}>w_1(d+x)e^{-(x+d)^2/2}.
$$

Take logarithms and use $(x-d)^2-(x+d)^2=-4xd$. The inequality becomes

$$
\ln r>h(x),\qquad h(x)=\ln\frac{d+x}{d-x}-2xd .
$$

Stationary points are the crossings of $h(x)$ with the level $\ln r$. The function $h$ runs from $-\infty$ at $x=-d$ to $+\infty$ at $x=d$, and

$$
h'(x)=\frac{1}{d+x}+\frac{1}{d-x}-2d=\frac{2d}{d^2-x^2}-2d .
$$

**Case $d\le1$.** Here $d^2-x^2\le1$, so $h'\ge0$, with equality at most at one point. The function $h$ increases and crosses the level once. At the crossing $f'$ changes from positive to negative, so there is one maximum whatever the weights.

**Case $d>1$.** Now $h'=0$ at $x=\pm s$ with $s=\sqrt{d^2-1}$. The function rises up to $-s$, falls between $-s$ and $s$, and rises again. Its local maximum is

$$
h(-s)=2ds-\ln\frac{d+s}{d-s}.
$$

Because $(d+s)(d-s)=d^2-s^2=1$, the fraction equals $(d+s)^2$. Since $\ln(d+s)=\operatorname{arccosh}d$,

$$
h(-s)=L(d)=2\left[d\sqrt{d^2-1}-\operatorname{arccosh}d\right].
$$

The function $h$ is odd, so its local minimum is $h(s)=-L$. Three crossings, and with them two maxima of $f$ and a minimum between, occur when $\ln r$ lies strictly between $-L$ and $L$. The steps are resolved if and only if

$$
d>1\quad\text{and}\quad|\ln r|<L(d).
$$

At $|\ln r|=L$ with $r\ne1$, the weaker maximum and the minimum have merged into a flat point of inflection.

**Reading the condition.** The derivative of the bracket in $L$ is $s+d^2/s-1/s=2s$, so $L'(d)=4\sqrt{d^2-1}>0$, and $L(1)=0$. A larger weight ratio thus demands a larger $d$, which means a smaller $\sigma$. For equal steps the condition is $d>1$, or $\sigma<\Delta/2$, and the tempting result is recovered where its symmetry holds.

For nearly equal weights, put $d=1+\epsilon$. Then $L'\approx4\sqrt{2\epsilon}$, and integration gives $L\approx\frac{8\sqrt2}{3}\epsilon^{3/2}$. The critical value is

$$
\epsilon\approx\left(\frac{3|\ln r|}{8\sqrt2}\right)^{2/3}.
$$

The power $2/3$ is less than one, so the cost per unit of $|\ln r|$ is greatest for the first small departure from equal weights.

For very unequal weights, $d\sqrt{d^2-1}\approx d^2-\frac12$ and $\operatorname{arccosh}d\approx\ln 2d$, so $L\approx2d^2-1-2\ln2d$. To leading order $\sigma\approx\Delta/\sqrt{2|\ln r|}$. The neglected terms grow slowly but are large at ordinary ratios, so this form shows the trend and is a poor source of numbers.

**A second pair: one phonon, emitted and absorbed.** Its two steps are $\Delta=2\hbar\Omega$ apart. The thermal number $n=1/(e^{\hbar\Omega/kT}-1)$ gives $(n+1)/n=e^{\hbar\Omega/kT}$. The coupling cancels, and

$$
\ln r=\frac{\hbar\Omega}{kT},\qquad d=\frac{\hbar\Omega}{\sigma}.
$$

Cooling weakens the absorption step and makes it harder to separate at fixed $\sigma$.

## The silicon-like example

**Step heights.** At 77 K, $kT=6.635$ meV. For the TA phonon $\hbar\Omega/kT=18/6.635=2.713$, hence

$$
n_{TA}=\frac{1}{e^{2.713}-1}=0.0711 .
$$

For the TO phonon $n_{TO}=0.00016$. The steps $2w$ are:

- TO absorbed, at 1.112 eV: $2(5000)(0.00016)=1.6$ cm$^{-1}$ eV$^{-2}$
- TA absorbed, at 1.152 eV: $2(500)(0.0711)=71$ cm$^{-1}$ eV$^{-2}$
- TA emitted, at 1.188 eV: $2(500)(1.0711)=1071$ cm$^{-1}$ eV$^{-2}$
- TO emitted, at 1.228 eV: $2(5000)(1.00016)=10\,002$ cm$^{-1}$ eV$^{-2}$

The sharp plateau between the two emission thresholds is $1.6+71.1+1071.1=1144$ cm$^{-1}$ eV$^{-2}$.

**The verdict on 14 meV.** The weight ratio is $r=10\,002/1071=9.34$, so $\ln r=2.234$. For $\sigma=14$ meV,

$$
d=\frac{20}{14}=1.429,\qquad s=\sqrt{1.429^2-1}=1.020,
$$

$$
L=2\,[1.457-\ln(2.449)]=2\,[1.457-0.896]=1.12 .
$$

This is below 2.234. The steps are not resolved, although $d>1$ and the slope curve bends upwards at the midpoint. A count of maxima between 10 meV below the TA threshold and 10 meV above the TO threshold, with all four channels kept, gives one.

**The limit.** Solving $L(d)=2.234$ gives $d=1.664$. As a check, $s=1.330$ and $2[2.214-\ln(2.994)]\approx2.23$. Hence

$$
\sigma_{\max}=\frac{20}{1.664}=12.0\ \text{meV},
$$

instead of the 20 meV for equal steps. The full width at half maximum of a Gaussian is $2\sqrt{2\ln2}\,\sigma=2.355\,\sigma$, so the limit is 28.3 meV in that measure. For equal steps it would be 47.1 meV, which exceeds their 40 meV separation.

At the midpoint energy, 1.208 eV or 1026 nm, the relation $\lambda=hc/E$ gives $|\Delta\lambda|=\lambda^2\Delta E/(hc)$. The limit corresponds to a Gaussian instrument width of

$$
\frac{(1026.4\ \text{nm})^2(0.0283\ \text{eV})}{1239.8\ \text{eV nm}}=24\ \text{nm}.
$$

**Below the limit.** At $\sigma=8$ meV the same count gives two maxima, and the valley is 0.24 of the TA peak. The smoothed curvature at the midpoint is 1199 cm$^{-1}$ eV$^{-2}$, close to the sharp plateau of 1144. At 14 meV it is 1828, because the tail of the strong TO step has filled the plateau.

**Sensitivity to the coupling.** Differentiating $L(d)=\ln r$ at fixed $\Delta$ gives $4s\,\delta d=\delta\ln r$, and $\delta\sigma/\sigma=-\delta d/d$. Therefore

$$
\frac{\delta\sigma_{\max}}{\sigma_{\max}}=-\frac{\delta\ln r}{4ds}
=-\frac{\delta\ln r}{8.86}.
$$

Doubling the assumed TO/TA ratio adds $\ln2=0.69$ to $\ln r$ and lowers the limit by about 8% to first order. The rough coupling ratio therefore matters less than the phonon separation, to which $\sigma_{\max}$ is proportional.

**The TA absorption step.** For the TA phonon emitted and absorbed, $\Delta=36$ meV and $\ln r=2.713$. The separation is smaller than for the TA-TO pair and the imbalance is larger, so this pair has a limit below 12.0 meV.

## What real silicon changes

The gap and phonon energies are close to those of silicon at low temperature; the couplings are round choices. Near the TO emission threshold the model absorption is 1.07 cm$^{-1}$, so 0.5 mm of material removes about 5% of the light in one pass, reflections aside. A laboratory spectrometer can readily be set far narrower than 24 nm. In such a measurement the smoothing used to tame noise before differentiation may well set $\sigma$.

Several omissions have a small or moderate effect on the 12.0 meV limit or on the plateaus:

- **Other steps.** Including both phonon-absorption steps leaves the limit at 12.0 meV. Adding a split-off valence band 44 meV lower, with a rough relative weight of 0.3, also leaves 12.0 meV to this precision.
- **A nearby LO phonon.** A longitudinal optical phonon at roughly 56 meV lies 2 meV from the TO phonon. Even with equal weights, separating them needs $\sigma<1$ meV. At the widths used here the two would count as one step. That step is higher than the TO step alone, and its centre lies slightly closer to the TA step. Both changes lower the TA-TO limit: to about 11.8 meV if the LO weight is a tenth of the TO weight, and to about 10.9 meV if the two are equal.
- **The prefactor $1/E$.** The absorption coefficient carries a factor $1/E$ that the model holds constant. Let $E_t$ be the TO threshold and normalize the factor there. Since $(E-E_t)^2/E=E-2E_t+E_t^2/E$, half the second derivative is $(E_t/E)^3$ after multiplication by $E_t$. At 40 meV above threshold this is $(1.228/1.268)^3=0.908$, a fall of 9.2% relative to a flat plateau.
- **The energy denominator.** If the virtual transition passes through a direct gap of roughly 3.4 eV, the rate carries $(3.4\ \text{eV}-E)^{-2}$. At the same place this factor alone raises the curvature by 11.7%.

The attraction between electron and hole is a different matter, because it changes the shape of each onset. A bound exciton has a fixed internal energy $-R/n^2$, where $n$ is now the level number, and the phonon leaves its centre-of-mass motion free. With one square-root density of states instead of two, its absorption starts as a square root below the free-pair threshold. An isotropic hydrogenic model gives the size. Per unit volume, the free relative motion has the density $(2\mu/\hbar^2)^{3/2}\sqrt{\varepsilon}/4\pi^2$, with $\mu$ the reduced mass. A bound $s$ level has the contact density $1/(\pi a^3n^3)$, with $R=\hbar^2/2\mu a^2$. Dividing by the free prefactor $1/(4\pi^2a^3R^{3/2})$ gives level $n$ the weight $4\pi R^{3/2}/n^3$ on the scale where free pairs have $\sqrt\varepsilon$. With a rough $R=15$ meV, the lowest level alone, 40 meV above the free onset, contributes

$$
\frac{4\pi R^{3/2}\sqrt{W+R}}{\pi W^2/8}
=\frac{4\pi(58.1)(7.42)}{628}\approx8.6
$$

times the free-pair absorption. With the higher levels and the Coulomb-enhanced continuum the total factor is 16.7.

The curvature is then no longer a step. For $\sigma=8$ meV a single onset shows a peak 11.7 times the free step height, 18.7 meV below the free threshold. The count of maxima now needs a restriction. A smoothed square-root onset, taken alone, has a second, weaker maximum of $\alpha'''$ above its main one, because its curvature falls below zero after the peak and then returns to zero from below. Maxima are therefore counted only up to $0.3\sigma$ above the lowest TO exciton onset. With the same two emission weights, the resolution limit defined in this way becomes 15.7 meV, about 31% above the free-pair value. For these weights the answer for $\sigma=14$ meV therefore reverses: free-pair onsets do not resolve the two phonons, while these Coulomb onsets do. The reversal depends on the round coupling ratio. The Coulomb limit falls to 14.3 meV for a TO/TA weight ratio of 20 and to 13.7 meV for a ratio of 30. An LO step of a tenth of the TO weight lowers it by a further 0.2 to 0.3 meV. For a ratio of 30 or more, 14 meV resolves the two phonons in neither model, so the verdict for real silicon needs its measured couplings.

The staircase and the 12.0 meV limit are thus properties of the free-pair model. For silicon at 77 K, within tens of meV of the edge, exciton onsets should replace the squares before step heights are read as phonon couplings. The condition $|\ln r|<L(d)$ applies where each broadened onset contributes a Gaussian of common width to $\alpha'''$. Apart from the limits with an added LO phonon or a larger TO/TA ratio, the values behind these comparisons are in the numerical output. The 0.28 printed there as the lowest curvature is only the value at the lower end of the energy grid, where the curve is still rising from zero.

## Numbers as computed

```
indirect gap (rough): 1.17 eV
temperature: 77 K; kT: 6.635 meV
phonons TA, TO (rough): 18, 58 meV
couplings TA, TO: 500, 5000 cm^-1 eV^-2
occupations TA, TO: 0.0711, 0.000160
TO absorbed: threshold 1.112 eV, step 1.60 cm^-1 eV^-2
TA absorbed: threshold 1.152 eV, step 71.07 cm^-1 eV^-2
TA emitted: threshold 1.188 eV, step 1071.07 cm^-1 eV^-2
TO emitted: threshold 1.228 eV, step 10001.60 cm^-1 eV^-2
plateau after TO absorbed: 1.6 cm^-1 eV^-2
plateau after TA absorbed: 72.7 cm^-1 eV^-2
plateau after TA emitted: 1143.7 cm^-1 eV^-2
plateau after TO emitted: 11145.3 cm^-1 eV^-2
absorption at TO emission threshold: 1.073 cm^-1
TA-TO separation: 40 meV
emission weight ratio TO/TA: 9.338; ln: 2.234
critical d: 1.6642
sigma limit, equal steps: 20.00 meV
FWHM limit, equal steps: 47.10 meV
sigma limit, example pair: 12.02 meV
FWHM limit, example pair: 28.30 meV
midpoint: 1.208 eV = 1026.4 nm
FWHM limit as wavelength slit: 24.0 nm
sigma 8 meV: maxima in TA-TO window 2
  curvature at midpoint: 1199.2 cm^-1 eV^-2
sigma 14 meV: maxima in TA-TO window 1
  curvature at midpoint: 1827.5 cm^-1 eV^-2
valley/TA peak of slope at sigma 8 meV: 0.238
sigma limit with phonon absorption: 12.02 meV
split-off energy, relative weight (rough): 44 meV, 0.3
sigma limit with split-off too: 11.98 meV
LO phonon (rough): 56 meV
LO-TO sigma limit if equal: 1.00 meV
1/E changes curvature 40 meV above TO: -9.2 %
direct gap (rough): 3.4 eV
energy denominator changes it: 11.7 %
exciton binding (rough): 15 meV
Coulomb/free absorption 40 meV above onset: 16.71
Coulomb curvature peak/free step, sigma 8 meV: 11.66
  peak position from free onset: -18.7 meV
  lowest curvature/free step: 0.28
sigma limit with Coulomb onsets: 15.74 meV
```
